# Norms, oscillator strengths and intensity zeros of multichannel bound states: a numerical check

```python
"""Multichannel bound states: norm, oscillator strengths and intensity zeros.

Result under test (Hartree atomic units, two channels i = 1, 2):
  bound state   (tan beta + K) a = 0,  beta_i = pi (nu_i - l)
  norm          N2 = sum nu_i^3 a_i^2 / cos^2 beta_i + a.(dK/dE).a / pi
  strength      f = 2 (E - E0) (d.a)^2 / N2
  profile       f (nu_1^3 + dmu_eff/dE) = background (eps+q)^2 / (1+eps^2)
K is the short-range reaction matrix, d_i the dipole integrals of the solutions
f - g K, nu_i the effective quantum numbers, l = 1 for the final states.
The eigenchannel forms use K = U tan(pi mu) U^T.  The reference values come
from diagonalising the complete coupled Hamiltonian in a B-spline basis.
"""
import numpy as np
import mpmath as mp
from numpy.polynomial import Chebyshev
from numpy.polynomial.legendre import leggauss
from scipy.constants import physical_constants
from scipy.integrate import solve_ivp
from scipy.interpolate import BSpline
from scipy.linalg import block_diag, eigh
from scipy.optimize import brentq

mp.mp.dps = 30
HARTREE_EV = physical_constants["Hartree energy in eV"][0]

# Model: -1/r - DEPTH_ij exp(-(r/WIDTH)^2), second threshold at I2
DEPTH = np.array([[0.3, 0.2], [0.2, 0.3]])
WIDTH = 1.5
BARE_PERTURBER = -0.013
R_MATCH = 8.0
E_LOW, E_HIGH = -0.5 / 4.4**2, -0.5 / 12.4**2

# ---------- direct road: B-spline diagonalisation ----------
DEGREE, R_BOX = 9, 600.0
breaks = R_BOX * np.linspace(0, 1, 111)**2
knots = np.r_[np.zeros(DEGREE), breaks, np.full(DEGREE, R_BOX)]
spline = BSpline(knots, np.eye(len(knots) - DEGREE - 1), DEGREE)
gx, gw = leggauss(12)
half = np.diff(breaks) / 2
r_q = (half[:, None] * gx + (breaks[:-1] + half)[:, None]).ravel()
w_q = (half[:, None] * gw).ravel()
B = spline(r_q)[:, 1:-1]
dB = spline(r_q, 1)[:, 1:-1]


def matrix_of(function_values):
    return B.T @ (B * (w_q * function_values)[:, None])


overlap = matrix_of(np.ones_like(r_q))
kinetic = 0.5 * dB.T @ (dB * w_q[:, None])
coulomb = matrix_of(-1 / r_q)
inverse_square = matrix_of(1 / r_q**2)
well = matrix_of(np.exp(-(r_q / WIDTH)**2))
S2 = block_diag(overlap, overlap)
radial = matrix_of(r_q) / np.sqrt(3)      # includes the s -> p angular factor
Z2 = block_diag(radial, radial)
NB = overlap.shape[0]


def diagonalise(l, threshold2):
    h = kinetic + coulomb + 0.5 * l * (l + 1) * inverse_square
    H = np.block([[h - DEPTH[0, 0] * well, -DEPTH[0, 1] * well],
                  [-DEPTH[1, 0] * well,
                   h - DEPTH[1, 1] * well + threshold2 * overlap]])
    return eigh((H + H.T) / 2, S2)


def two_channel_values(vector, r):
    b = spline(np.atleast_1d(r))[:, 1:-1]
    return np.array([b @ vector[:NB], b @ vector[NB:]])


# ---------- quantum-defect road ----------
def coulomb_pair(nu, r):
    """Energy-normalised f, f', g, g' for l = 1 at negative energy."""
    nu, r = mp.mpf(float(nu)), mp.mpf(float(r))
    up, down = mp.gamma(nu + 2), mp.gamma(nu - 1)
    cf = (2 / nu)**2 * mp.sqrt(nu * up / down) / 6
    ct = -mp.sqrt(nu / (up * down))

    def regular(s):
        return cf * s**2 * mp.exp(-s / nu) * mp.hyp1f1(2 - nu, 4, 2 * s / nu)

    def decaying(s):
        return ct * mp.whitw(nu, mp.mpf(3) / 2, 2 * s / nu)

    beta = mp.pi * (nu - 1)
    f, df = regular(r), mp.diff(regular, r)
    t, dt = decaying(r), mp.diff(decaying, r)
    g = (t - f * mp.cos(beta)) / mp.sin(beta)
    dg = (dt - df * mp.cos(beta)) / mp.sin(beta)
    assert abs(f * dg - df * g - 2 / mp.pi) < 1e-9
    return [float(v) for v in (f, df, g, dg)]


R_START, R_DIPOLE = 1e-3, 25.0
dx, dw = leggauss(100)
r_nodes = R_START + (R_DIPOLE - R_START) * (dx + 1) / 2
w_nodes = dw * (R_DIPOLE - R_START) / 2
MATCH_INDEX = int(np.searchsorted(r_nodes, R_MATCH))
r_eval = np.insert(r_nodes, MATCH_INDEX, R_MATCH)
w_eval = np.insert(w_nodes, MATCH_INDEX, 0.0)


def short_range(E, threshold2, initial_values):
    """K matrix and dipoles of f - gK from outward integration."""
    shift = np.diag([0.0, threshold2]) - E * np.eye(2)

    def rhs(r, y):
        pot = (1 / r**2 - 1 / r) * np.eye(2) + shift
        pot = pot - DEPTH * np.exp(-(r / WIDTH)**2)
        return np.concatenate([y[4:], (2 * pot @ y[:4].reshape(2, 2)).ravel()])

    start = np.eye(2).ravel()
    y0 = np.r_[start * (R_START**2 - R_START**3 / 2),
               start * (2 * R_START - 1.5 * R_START**2)]
    sol = solve_ivp(rhs, (R_START, R_DIPOLE), y0, method="DOP853",
                    t_eval=r_eval, rtol=1e-11, atol=1e-15)
    assert sol.success
    F = sol.y[:4].reshape(2, 2, -1)
    F0 = F[:, :, MATCH_INDEX]
    dF0 = sol.y[4:].reshape(2, 2, -1)[:, :, MATCH_INDEX]
    nus = [(-2 * E)**-0.5, (2 * (threshold2 - E))**-0.5]
    f, df, g, dg = np.array([coulomb_pair(n, R_MATCH) for n in nus]).T[:, :, None]
    P = np.pi / 2 * (F0 * dg - dF0 * g)
    Q = -np.pi / 2 * (f * dF0 - df * F0)
    inverse = np.linalg.inv(P)
    K = Q @ inverse
    assert abs(K[0, 1] - K[1, 0]) < 1e-6
    raw = np.einsum("ijt,it->j", F, initial_values * r_eval * w_eval)
    d = raw @ inverse / np.sqrt(3)
    return np.array([K[0, 0], (K[0, 1] + K[1, 0]) / 2, K[1, 1], d[0], d[1]])


class QuantumDefectModel:
    def __init__(self, threshold2, initial_vector):
        self.I2 = threshold2
        self.u0 = two_channel_values(initial_vector, r_eval)
        n = 14
        x = np.cos(np.pi * (np.arange(n) + 0.5) / n)
        energies = (E_LOW + E_HIGH) / 2 + (E_HIGH - E_LOW) / 2 * x
        data = np.array([short_range(E, threshold2, self.u0) for E in energies])
        self.fits = [Chebyshev.fit(energies, col, n - 1, domain=[E_LOW, E_HIGH])
                     for col in data.T]
        self.slopes = [p.deriv() for p in self.fits]

    def nu(self, E):
        return np.array([(-2 * E)**-0.5, (2 * (self.I2 - E))**-0.5])

    def K(self, E):
        k = [p(E) for p in self.fits[:3]]
        return np.array([[k[0], k[1]], [k[1], k[2]]])

    def dK(self, E):
        k = [p(E) for p in self.slopes[:3]]
        return np.array([[k[0], k[1]], [k[1], k[2]]])

    def d(self, E):
        return np.array([p(E) for p in self.fits[3:]])

    def x(self, E):
        return np.tan(np.pi * (self.nu(E)[1] - 1)) + self.K(E)[1, 1]

    def determinant(self, E):
        b, K = np.pi * (self.nu(E) - 1), self.K(E)
        return np.linalg.det(np.diag(np.sin(b)) + np.cos(b)[:, None] * K)

    def zero_function(self, E):
        d = self.d(E)
        return d[0] * self.x(E) - d[1] * self.K(E)[0, 1]

    def eigenchannels(self, E):
        t, U = np.linalg.eigh(self.K(E))
        return np.arctan(t) / np.pi, U * np.sign(U[0])


def roots(function, count):
    grid = np.linspace(E_LOW, E_HIGH, count)
    v = np.array([function(E) for E in grid])
    return [brentq(function, grid[i], grid[i + 1], xtol=1e-15)
            for i in range(count - 1) if v[i] * v[i + 1] < 0]


# ---------- build the example ----------
single = kinetic + coulomb + inverse_square - DEPTH[1, 1] * well
bare_binding = eigh(single, overlap, eigvals_only=True)[0]
I2 = BARE_PERTURBER - bare_binding
Es, Cs = diagonalise(0, I2)
Ep, Cp = diagonalise(1, I2)
E0, c0 = Es[0], Cs[:, 0]
f_all = 2 * (Ep - E0) * (Cp.T @ Z2 @ c0)**2
assert abs(f_all.sum() - 1) < 1e-5        # one-electron sum rule

model = QuantumDefectModel(I2, c0)
E_test = E_LOW + 0.377 * (E_HIGH - E_LOW)
interpolated = np.array([p(E_test) for p in model.fits])
assert np.max(abs(interpolated - short_range(E_test, I2, model.u0))) < 1e-6

levels = roots(model.determinant, 1500)
index = np.where((Ep > E_LOW) & (Ep < E_HIGH))[0]
assert len(levels) == len(index)
energy_error = np.max(abs(np.array(levels) - Ep[index]))
assert energy_error < 1e-7

rows, details = [], []
norm_err, eig_err, omitted_err, f_err, profile_err = [], [], [], [], []
for E, n in zip(levels, index):
    nu, K, dK, d = model.nu(E), model.K(E), model.dK(E), model.d(E)
    beta, x = np.pi * (nu - 1), model.x(E)
    a = np.array([x, -K[0, 1]])
    mu, U = model.eigenchannels(E)
    A = (U.T @ a) / np.cos(np.pi * mu)
    scale = np.linalg.norm(A)
    a, A = a / scale, A / scale
    # norm in the K form, and its directly measured value
    threshold_part = np.sum(nu**3 * a**2 / np.cos(beta)**2)
    derivative_part = a @ dK @ a / np.pi
    N2 = threshold_part + derivative_part
    f, _, g, _ = np.array([coulomb_pair(v, R_MATCH) for v in nu]).T
    outside = a * f - g * (K @ a)
    unit_state = two_channel_values(Cp[:, n], R_MATCH)[:, 0]
    N2_direct = np.sum(outside**2) / np.sum(unit_state**2)
    # eigenchannel form with finite-difference derivatives
    h = 1e-5
    mu_p, U_p = model.eigenchannels(E + h)
    mu_m, U_m = model.eigenchannels(E - h)
    dmu, rotation = (mu_p - mu_m) / (2 * h), U.T @ (U_p - U_m) / (2 * h)
    closed = (U * np.cos(beta[:, None] + np.pi * mu)) @ A
    part1 = np.sum(nu**3 * closed**2)
    part2 = np.sum(dmu * A**2)
    part3 = A @ (rotation * np.sin(np.pi * (mu[None, :] - mu[:, None]))) @ A / np.pi
    N2_eig = part1 + part2 + part3
    D = (d @ U) * np.cos(np.pi * mu)
    f_mqdt = 2 * (E - E0) * (D @ A)**2 / N2_eig
    # reduced strength and profile
    dxdE = np.pi * nu[1]**3 / np.cos(beta[1])**2 + dK[1, 1]
    y = K[0, 0] * x - K[0, 1]**2
    dy = dK[0, 0] * x + K[0, 0] * dxdE - 2 * K[0, 1] * dK[0, 1]
    dmu_eff = (x * dy - y * dxdE) / (x**2 + y**2) / np.pi
    reduced = f_all[n] * (nu[0]**3 + dmu_eff)
    gamma = K[0, 1]**2 / (1 + K[0, 0]**2)
    eps = (x - K[0, 0] * gamma) / gamma
    q = K[0, 0] - d[1] / d[0] * (1 + K[0, 0]**2) / K[0, 1]
    background = 2 * (E - E0) * d[0]**2 / (1 + K[0, 0]**2)
    profile = background * (eps + q)**2 / (1 + eps**2)
    weight2 = Cp[NB:, n] @ overlap @ Cp[NB:, n]
    norm_err.append(abs(N2 / N2_direct - 1))
    eig_err.append(abs(N2_eig / N2_direct - 1))
    omitted_err.append(abs(threshold_part / N2_direct - 1))
    f_err.append(abs(f_mqdt - f_all[n]))
    profile_err.append(abs(profile - reduced))
    rows.append((nu[0], E, weight2, N2, f_all[n], f_mqdt, reduced, dmu_eff))
    details.append((nu, mu, U, A, D, part1, part2, part3, N2_direct, f_mqdt, K, dK, d))
rows = np.array(rows)
assert max(norm_err) < 1e-5 and max(eig_err) < 1e-5
assert max(omitted_err) > 20 * max(norm_err)
assert max(f_err) < 1e-5 * rows[:, 4].max()
assert max(profile_err) < 1e-5 * rows[:, 6].max()

# ---------- zero of the profile ----------
zeros = roots(model.zero_function, 400)
assert len(zeros) == 1
E_zero = zeros[0]


def centre_function(E):
    K = model.K(E)
    return model.x(E) - K[0, 0] * K[0, 1]**2 / (1 + K[0, 0]**2)


E_centre = brentq(centre_function, E_LOW, E_HIGH)
Kz, dz = model.K(E_zero), model.d(E_zero)
q_zero = Kz[0, 0] - dz[1] / dz[0] * (1 + Kz[0, 0]**2) / Kz[0, 1]
Kc = model.K(E_centre)
slope = (model.x(E_centre + 1e-6) - model.x(E_centre - 1e-6)) / 2e-6
half_width = Kc[0, 1]**2 / (1 + Kc[0, 0]**2) / slope

# ---------- move the second threshold until one line is dark ----------
near = int(np.argmin(abs(rows[:, 1] - E_zero)))
target = index[near]


def signed_amplitude(shift):
    _, cs = diagonalise(0, I2 + shift)
    _, cp = diagonalise(1, I2 + shift)
    s, p = cs[:, 0], cp[:, target]
    sign = np.sign(s @ S2 @ c0) * np.sign(p @ S2 @ Cp[:, target])
    return sign * (p @ Z2 @ s)


gap = rows[near, 1] - E_zero
reference = signed_amplitude(0.0)
bracket = None
for factor in (1.3, 1.8, 2.5, 3.5, 5.0):
    if signed_amplitude(factor * gap) * reference < 0:
        bracket = factor * gap
        break
assert bracket is not None
shift = brentq(signed_amplitude, min(0, bracket), max(0, bracket), xtol=1e-12)
Es_t, Cs_t = diagonalise(0, I2 + shift)
Ep_t, Cp_t = diagonalise(1, I2 + shift)
f_dark = 2 * (Ep_t[target] - Es_t[0]) * (Cp_t[:, target] @ Z2 @ Cs_t[:, 0])**2
tuned = QuantumDefectModel(I2 + shift, Cs_t[:, 0])
tuned_zeros = roots(tuned.zero_function, 400)
assert len(tuned_zeros) == 1
assert abs(tuned_zeros[0] - Ep_t[target]) < 1e-6
assert f_dark < 1e-8 * rows[:, 4].max()

# ---------- printed numbers ----------
print(f"well depths 11, 22; coupling 12 (hartree): {DEPTH[0,0]} {DEPTH[1,1]} {DEPTH[0,1]}")
print(f"Gaussian width, matching radius (bohr): {WIDTH} {R_MATCH}")
print(f"bare perturber energy (hartree): {BARE_PERTURBER}")
print(f"second threshold I2 (hartree): {I2:.6f}")
print(f"initial energy E0 (hartree): {E0:.6f}")
print(f"initial-state weight in channel 2: {c0[NB:] @ overlap @ c0[NB:]:.4f}")
print(f"sum of all oscillator strengths: {f_all.sum():.8f}")
print("levels: nu1 | E (hartree) | channel-2 weight | N2 (1/hartree), |A|=1")
for row in rows:
    print(f"  {row[0]:.4f} | {row[1]:.7f} | {row[2]:.4f} | {row[3]:.3f}")
print("strengths: nu1 | f direct | f MQDT | dmu_eff/dE, reduced f (1/hartree)")
for row in rows:
    print(f"  {row[0]:.4f} | {row[4]:.4e} | {row[5]:.4e} | {row[7]:.3f}, {row[6]:.5f}")
strongest = int(np.argmax(rows[:, 2]))
nu, mu, U, A, D, p1, p2, p3, nd, fm, K, dK, d = details[strongest]
print(f"worked level, nu1 and nu2: {nu[0]:.5f} {nu[1]:.5f}")
print(f"  K11 K12 K22: {K[0,0]:.5f} {K[0,1]:.5f} {K[1,1]:.5f}")
print(f"  dK11 dK12 dK22 (1/hartree): {dK[0,0]:.4f} {dK[0,1]:.4f} {dK[1,1]:.4f}")
print(f"  eigen quantum defects: {mu[0]:.5f} {mu[1]:.5f}")
print(f"  U row 1: {U[0,0]:.5f} {U[0,1]:.5f}; row 2: {U[1,0]:.5f} {U[1,1]:.5f}")
print(f"  A: {A[0]:.5f} {A[1]:.5f}")
print(f"  D (bohr/sqrt(hartree)): {D[0]:.5f} {D[1]:.5f}")
print(f"  N2 parts nu^3, mu', rotation (1/hartree): {p1:.4f} {p2:.4f} {p3:.4f}")
print(f"  N2 formula, direct (1/hartree): {p1+p2+p3:.5f} {nd:.5f}")
print(f"  oscillator strength: {fm:.6f}")
print(f"largest relative norm error, K form: {max(norm_err):.1e}")
print(f"largest relative norm error, eigenchannel form: {max(eig_err):.1e}")
print(f"largest relative norm error without dK/dE: {max(omitted_err):.2e}")
print(f"largest level error (hartree): {energy_error:.1e}")
print(f"largest error of f: {max(f_err):.1e}; of profile (1/hartree): {max(profile_err):.1e}")
print(f"profile centre, half-width (hartree): {E_centre:.6f} {half_width:.6f}")
print(f"profile zero (hartree): {E_zero:.6f}; nu1 there: {(-2*E_zero)**-0.5:.4f}")
print(f"photon energy at zero: {E_zero-E0:.6f} hartree = {(E_zero-E0)*HARTREE_EV:.4f} eV")
print(f"at zero: q = {q_zero:.4f}, K12 = {Kz[0,1]:.5f}, d2/d1 = {dz[1]/dz[0]:.5f}")
print(f"tuning: nu1 of chosen level before: {rows[near,0]:.4f}")
print(f"  threshold shift (hartree): {shift:.7f}")
print(f"  level, predicted zero (hartree): {Ep_t[target]:.8f} {tuned_zeros[0]:.8f}")
print(f"  f before, after: {rows[near,4]:.3e} {f_dark:.1e}")
print(f"  f of lower, upper neighbour after: "
      + " ".join(f"{2*(Ep_t[j]-Es_t[0])*(Cp_t[:,j]@Z2@Cs_t[:,0])**2:.3e}"
                 for j in (target - 1, target + 1)))
print("every check passed")
```

It prints:

```
well depths 11, 22; coupling 12 (hartree): 0.3 0.3 0.2
Gaussian width, matching radius (bohr): 1.5 8.0
bare perturber energy (hartree): -0.013
second threshold I2 (hartree): 0.122588
initial energy E0 (hartree): -0.709718
initial-state weight in channel 2: 0.2489
sum of all oscillator strengths: 1.00000000
levels: nu1 | E (hartree) | channel-2 weight | N2 (1/hartree), |A|=1
  4.8452 | -0.0212980 | 0.0668 | 53.903
  5.6941 | -0.0154212 | 0.2939 | 21.568
  6.2809 | -0.0126743 | 0.3983 | 17.150
  7.0558 | -0.0100433 | 0.0974 | 63.147
  8.0013 | -0.0078099 | 0.0295 | 172.021
  8.9815 | -0.0061983 | 0.0132 | 324.222
  9.9717 | -0.0050284 | 0.0073 | 515.717
  10.9659 | -0.0041579 | 0.0045 | 749.604
  11.9622 | -0.0034942 | 0.0031 | 1030.424
strengths: nu1 | f direct | f MQDT | dmu_eff/dE, reduced f (1/hartree)
  4.8452 | 2.9292e-02 | 2.9292e-02 | 8.052, 3.56778
  5.6941 | 3.9907e-02 | 3.9907e-02 | 76.324, 10.41341
  6.2809 | 2.1405e-02 | 2.1405e-02 | 163.279, 8.79894
  7.0558 | 1.0054e-03 | 1.0054e-03 | 37.861, 0.39125
  8.0013 | 1.9945e-06 | 1.9945e-06 | 15.570, 0.00105
  8.9815 | 9.9782e-05 | 9.9782e-05 | 9.697, 0.07326
  9.9717 | 1.5049e-04 | 1.5049e-04 | 7.279, 0.15031
  10.9659 | 1.5679e-04 | 1.5679e-04 | 6.021, 0.20769
  11.9622 | 1.4535e-04 | 1.4535e-04 | 5.268, 0.24957
worked level, nu1 and nu2: 6.28092 1.92264
  K11 K12 K22: 0.28866 0.20545 0.27600
  dK11 dK12 dK22 (1/hartree): -0.1495 -0.1138 -0.0225
  eigen quantum defects: 0.02439 0.14448
  U row 1: 0.69613 0.71791; row 2: -0.71791 0.69613
  A: 0.77472 -0.63231
  D (bohr/sqrt(hartree)): 0.20415 1.06169
  N2 parts nu^3, mu', rotation (1/hartree): 17.1484 -0.0151 0.0168
  N2 formula, direct (1/hartree): 17.15006 17.15005
  oscillator strength: 0.021405
largest relative norm error, K form: 9.7e-07
largest relative norm error, eigenchannel form: 9.7e-07
largest relative norm error without dK/dE: 8.83e-04
largest level error (hartree): 1.2e-12
largest error of f: 1.1e-09; of profile (1/hartree): 2.9e-07
profile centre, half-width (hartree): -0.013384 0.001646
profile zero (hartree): -0.007978; nu1 there: 7.9168
photon energy at zero: 0.701740 hartree = 19.0953 eV
at zero: q = -3.3145, K12 = 0.20492, d2/d1 = 0.68167
tuning: nu1 of chosen level before: 8.0013
  threshold shift (hartree): 0.0001758
  level, predicted zero (hartree): -0.00780456 -0.00780456
  f before, after: 1.995e-06 2.2e-24
  f of lower, upper neighbour after: 1.244e-03 8.534e-05
every check passed
```
